# Can more ion histories remove every error in an implantation simulation?

**Question**

I simulate 10 keV boron implanted at normal incidence into preamorphised silicon, and I average the final depth over many ion histories. The error bar shrinks as I add histories. If I can afford enough of them, does the mean depth converge to the right value? A colleague uses a table with 10% less electronic stopping, and another code treats ions that return to the surface differently. Will these differences also average out? If not, how do I find the point at which more histories stop helping?

**Answer**

They will not average out. More histories bring you closer to the mean of the model you are sampling. If its stopping table or surface rule is wrong, that mean is generally displaced, and the displacement does not depend on the number of histories.

### What the average converges to

Let $f$ be the score of one history, here its final depth. Let $m$ be its mean in the reference model and $m'$ its mean in the model actually run. Define the bias $b=m'-m$, and let $\sigma$ be the one-history standard deviation in the model run. For $N$ independent histories with average $A_N$,

$$A_N-m=(A_N-m')+b .$$

Square this and take the expectation. The cross term is $2b\,\langle A_N-m'\rangle=0$, and independence gives $\langle(A_N-m')^2\rangle=\sigma^2/N$. Hence

$$\langle(A_N-m)^2\rangle=\frac{\sigma^2}{N}+b^2 .$$

The two terms are equal at $N^*=\sigma^2/b^2$. Well beyond $N^*$, extra histories hardly improve the answer. If $b=0$, there is no such limit.

The usual error bar estimates $\sigma/\sqrt N$ from the scatter of the histories and contains no information about $b$. For large $N$ the average is nearly Gaussian, $A_N=m+b+\sigma\xi/\sqrt N$, with $\xi$ a standard normal variable. A 95% interval contains $m$ when $|b+\sigma\xi/\sqrt N|<1.96\,\sigma/\sqrt N$. With $\delta=b\sqrt N/\sigma$ and $\Phi$ the normal cumulative distribution, this has probability

$$C_N=\Phi(1.96-\delta)-\Phi(-1.96-\delta).$$

For $b\ne0$ it tends to zero as $N$ grows: the interval closes around the wrong number.

### A model in which the bias can be calculated

Let the ion lose energy continuously, with stopping

$$S(E)=S_n+k\sqrt E,$$

where $S_n$ is the nuclear part and $k\sqrt E$ the electronic part. Histories end at $E_c$.

For a small deflection $\psi$, the recoil momentum is nearly transverse, $q\simeq p\psi$. Since $p^2=2M_1E$, the transferred energy is

$$T=\frac{q^2}{2M_2}=\frac{M_1}{M_2}E\psi^2,\qquad 1-\cos\psi\simeq\frac{\psi^2}{2}=\frac{M_2}{2M_1}\frac TE .$$

Here $M_1$ and $M_2$ are the ion and target masses. The energy transferred per unit length is $S_n$, so the forward direction is forgotten at the rate

$$\kappa(E)=\frac{M_2}{2M_1}\frac{S_n}{E}.$$

Let $\mu$ be the direction cosine along the inward depth axis $z$. A deflection with random azimuth multiplies the mean of $\mu$ by $\cos\psi$, so $d\langle\mu\rangle/ds=-\kappa\langle\mu\rangle$ along the path $s$. With $ds=dE/S$ for the path spent in an energy interval, $\langle\mu\rangle$ at energy $E$ is

$$D(E)=\exp\left[-\int_E^{E_0}\frac{\kappa}{S}\,dE'\right].$$

Put $v=\sqrt E$, so $dE=2v\,dv$. The integrand becomes

$$\frac{\kappa}{S}dE=\frac{M_2}{M_1}\frac{S_n\,dv}{v(S_n+kv)}
=\frac{M_2}{M_1}\left(\frac1v-\frac{k}{S_n+kv}\right)dv .$$

The bracket is the derivative of $\ln w$, where $w=v/(S_n+kv)$. Therefore $D=(w/w_0)^{M_2/M_1}$, with $w_0$ the initial value.

Without a surface, the mean final depth is the path weighted by this memory:

$$r(E_0)=\int_{E_c}^{E_0}\frac{D(E)}{S(E)}\,dE .$$

Differentiate with respect to $E_0$. The upper limit contributes $1/S(E_0)$; the dependence of $D$ on $E_0$ contributes $-\kappa(E_0)r(E_0)/S(E_0)$. Thus

$$S r'+\kappa r=1,\qquad r(E_c)=0 .$$

As a limiting case, take $k=0$ and $E_c\to0$. Then $D=(v/v_0)^{M_2/M_1}$, and

$$r=\frac{2}{S_n}\int_0^{v_0}v\left(\frac v{v_0}\right)^{M_2/M_1}dv
=\frac{E_0/S_n}{1+M_2/(2M_1)} .$$

The numerator is the path length; the denominator is the reduction by scattering. It tends to 1 for an ion much heavier than the target atoms.

### The bias from a stopping table

Change the electronic stopping by a small $\delta S(E)$ and hold $\kappa$ fixed, since the nuclear collisions are unchanged. To first order,

$$S\,\delta r'+\kappa\,\delta r=-\delta S\,r' .$$

Divide by $S$ and multiply by $I(E)=\exp\int_{E_c}^E(\kappa/S)dE'$. The left side becomes $(I\,\delta r)'$. Integrate from $E_c$, where $\delta r=0$, and use $I(E)/I(E_0)=D(E)$:

$$\delta r(E_0)=-\int_{E_c}^{E_0}\frac{\delta S(E)}{S(E)}\,D(E)\,r'(E)\,dE .$$

There is no $N$ in this result. Where $r'>0$, too little stopping makes the mean depth too large. An error that changes sign with energy can cancel in this integral while still changing another observable.

This formula was tested with $\delta S\propto k\sqrt E\,e^{-E/(2000\,\mathrm{eV})}$. Solving the range equation with this change at amplitudes $\pm1\%$ reproduced the predicted slope within a relative 0.1%.

### Sampling the histories

Besides the stopping, the mean depth without a surface needs only $\kappa$. Its spread also depends on the mean of $\cos^2\psi$, and the surface losses depend on the full angular law. I use the Henyey–Greenstein density for $c=\cos\psi$,

$$p(c)=\frac{1-g^2}{2(1+g^2-2gc)^{3/2}},$$

whose mean cosine is $g$. Each collision removes an average fraction $1-g$ of the forward direction, so the collision rate must be $\kappa/(1-g)$. The probability of no collision between $w$ and a later $w'$ is then $(w'/w)^{M_2/[M_1(1-g)]}$. Setting it equal to a uniform random number $u$ gives

$$w'=w\,u^{(1-g)M_1/M_2},\qquad v'=\frac{S_nw'}{1-kw'} .$$

The flight length is the difference of

$$s(v)=\int_0^v\frac{2x\,dx}{S_n+kx}
=\frac2k\left[v-\frac{S_n}{k}\ln\left(1+\frac{kv}{S_n}\right)\right]$$

between the two ends, where $x/(S_n+kx)=k^{-1}[1-S_n/(S_n+kx)]$ was used. No step size enters, so there is no step-size bias.

### Your 10% table difference in numbers

Take $E_0=10$ keV, $E_c=10$ eV, $S_n=90$ eV/nm, $M_2/M_1=2.55$ and $g=0.8$. Let $k=0.650$ eV$^{1/2}$/nm be the reference and $0.585$ the weak table. At the initial energy, electronic stopping is $0.650\times100=65$ eV/nm in the reference and 58.5 eV/nm in the weak table.

The range integral gives 39.16 nm and 39.92 nm, so $b=0.755$ nm, or 1.9% of the reference depth. The first-order formula gives 0.738 nm. With 200,000 histories each, the simulated means are $39.05\pm0.05$ nm and $39.91\pm0.05$ nm. The first lies 2.2 standard errors below its integral, the second 0.2 below.

The one-history spread with the weak table is 23.2 nm, hence

$$N^*=\left(\frac{23.202}{0.7551}\right)^2\simeq940 .$$

I divided the weak-table histories into batches and compared each batch mean with the reference 39.16 nm:

| $N$ per batch | RMS error, measured / law (nm) | 95% interval coverage, measured / law |
|---:|---:|---:|
| 100 | 2.46 / 2.44 | 0.92 / 0.94 |
| 1000 | 1.03 / 1.05 | 0.84 / 0.82 |
| 10,000 | 0.81 / 0.79 | 0.15 / 0.10 |

For example, the law at $N=10{,}000$ is $\sqrt{23.202^2/10{,}000+0.7551^2}=0.79$ nm. Going from 1000 to 10,000 histories reduces the sampling error by $\sqrt{10}$, but the total error by only about a quarter. Meanwhile most intervals cease to contain the reference.

The last row has just 20 batches, so its coverage of 0.15 means three intervals. At $N=100$, the coverage deficit of 0.02 exceeds the counting noise of about 0.005. I suspect the non-Gaussian depth distribution and the error bar estimated from each small batch, but I have not separated these effects.

### The surface is a separate source of bias

In the reference model an ion is lost when it first crosses $z=0$ outward. Two other rules are to omit the surface and follow the ion through fictitious silicon at $z<0$, or to reflect it specularly.

Independent values for the surface rules come from a backward equation. Let $F(x,z,\mu)$ be the expected final score with path $x$ remaining. During a short path $h$ the ion moves by $\mu h$ and collides with probability $h\kappa/(1-g)$. Expanding to first order in $h$ gives

$$\frac{\partial F}{\partial x}=\mu\frac{\partial F}{\partial z}+\frac{\kappa}{1-g}(KF-F),$$

where $K$ averages over the new direction. Escape requires $F=0$ at $z=0$ for $\mu<0$; reflection requires $F(x,0,\mu)=F(x,0,-\mu)$. The starting score $F(0,z,\mu)=1$ gives the retained fraction. Starting with $z$ gives the depth summed over retained ions, per incident ion; division by the retained fraction gives their mean depth.

With the reference table, the grid solution gives these results:

- **Escape:** the retained fraction is $P=0.919$ and the mean retained depth is 43.6 nm. The histories give $0.9176\pm0.0006$ and 43.6 nm.
- **No surface:** the mean depth is 39.2 nm, from the range integral. The bias is $-4.5$ nm.
- **Reflection:** the retained fraction is 1 and the mean depth is 41.2 nm. The bias is $-2.4$ nm.

To see which ions produce the no-surface bias, split them into those that never cross and those that do. If $m_c$ is the mean final depth of the crossers, then

$$39.162=0.9187\times43.636+0.0813\,m_c,\qquad m_c\simeq-11\ \mathrm{nm}.$$

Only 8% of the ions cross, but their mean lies 55 nm from that of the retained ions, and $0.0813\times55\simeq4.5$ nm.

Reflection is equivalent to replacing $z$ by $|z|$ in the no-surface histories, because the extended medium is mirror symmetric. Averaging $|z|$ over the histories gives 41.1 nm, in agreement with the grid. The reflecting rule also shows how little an error bar can say: every history scores "retained", so the retained fraction has zero sampling variance, yet it is wrong by 0.081.

### Two errors can look better than one

Use the weak table and also omit the surface. Relative to the reference retained depth, the bias is

$$-4.474+0.755=-3.719\ \mathrm{nm}.$$

The wrong table has improved the mean depth. If you now correct only the table, the result gets worse. If you correct only the surface, a bias of $+1.0$ nm remains. Agreement in one mean therefore does not validate both inputs.

### How far this applies to a real implant

The chosen $k$ is the Lindhard–Scharff estimate of 0.650 eV$^{1/2}$/nm. That formula is not a measurement: it omits the oscillation of electronic stopping with ion species, and values for boron in silicon fitted to range data can be tens of per cent larger, more than the 10% considered here. For a dose of $10^{15}$ cm$^{-2}$ the model retains about $9.2\times10^{14}$ cm$^{-2}$. These are model values, not measured ones. The universal nuclear stopping formula gives about 80 eV/nm at 10 and 1 keV but 42 eV/nm at 100 eV, instead of a constant 90; using it moves the no-surface depth from 39.2 to 41.1 nm. That shift is larger than the bias from the 10% electronic error. Changing $g$ from 0.5 to 0.9 at fixed $\kappa$ moves the retained fraction from 0.904 to 0.923. For an inverse-square potential, full two-body kinematics raises the direction-loss rate $\kappa$ (labelled "momentum-loss rate" in the program) by about 19% over the small-angle formula.

The model also omits random variations in nuclear energy loss, estimated to spread the path length by 21 nm. This cannot simply be added in quadrature to the depth spread: the path is not straight, and energy loss and deflection occur in the same collisions. That coupling changes $b$ as well as $\sigma$, so $N^*$ for a real implant can lie below or above 940. It matters most at the surface. In the model a large deflection costs no extra energy, whereas a single collision that turns boron through 90° or more hands at least 56% of its energy to the silicon atom. The model therefore overstates the return to the surface and the size of the surface biases, and the range 0.904 to 0.923 does not bracket the real retained fraction. The coupling can also shift the mean depth itself. The shift is not calculated here and need not be small compared with the biases above, so the depths, retained fractions and biases in this answer illustrate the method and are not predictions for a real implant. In crystalline silicon, ions can also travel along open channels. The estimated critical angle for a [100] axis is about 5°, so a beam at normal incidence on a (100) wafer lies within the angular range where channelling is possible; the present model cannot give the resulting depth shift. All depths here are before annealing.

### What to do with your simulation

Choose $N$ so that the sampling error is well below the differences you want to resolve. For a sampling error in one run of one tenth of this table bias, you need $100N^*\simeq94{,}000$ histories. The difference between two independent runs of similar spread has an error $\sqrt2$ times larger, so resolving the shift itself to one tenth takes about twice as many histories in each run. If instead both tables are run history by history on the same random numbers, most of the scatter cancels in the difference and far fewer histories suffice; take the error bar from the paired differences. Then repeat the calculation with the other stopping table, holding the surface rule fixed, and with the other surface rule, holding the table fixed. Finally change both. Report these shifts separately from the statistical error bar. They show sensitivity to the alternatives you tried, but not errors that all the alternatives share; those need an independent calculation or a measurement. The full numerical output follows.

## Numbers as computed

```
Initial energy 10000 eV; cutoff 10 eV
Nuclear stopping 90.0 eV/nm; mass ratio M2/M1 2.5545
k right 0.650, weak 0.585 eV^(1/2)/nm
Electronic stopping at start, right 65.00 eV/nm
Electronic stopping at start, weak 58.50 eV/nm
Mean cosine per collision g 0.80; histories per table 200000
Momentum-loss mean free path at start 86.99 nm
Total path, right table 75.983 nm
No-surface mean depth, right table, integral 39.1620 nm
  same from histories 39.051 +/- 0.050 nm
No-surface mean depth, weak table, integral 39.9171 nm
  same from histories 39.909 +/- 0.052 nm
Stopping-table bias b 0.7551 nm = 1.93 %
  first-order prediction of b 0.7380 nm
One-history spread, weak table 23.202 nm
Crossover N* = sigma^2/b^2 944 histories
N=100: RMS error 2.456 nm, law 2.440 nm
  95% interval coverage 0.918, law 0.938
N=1000: RMS error 1.032 nm, law 1.053 nm
  95% interval coverage 0.835, law 0.823
N=10000: RMS error 0.806 nm, law 0.790 nm
  95% interval coverage 0.150, law 0.098
Escape surface, right table: retained fraction 0.9187
  histories 0.9176 +/- 0.0006
  grid error allowance 0.0002
  mean retained depth 43.636 nm, grid allowance 0.062 nm
  mean retained depth from histories 43.582 nm
Retained from 1e15 cm^-2 dose 9.187e+14 cm^-2
Escape surface, weak table: retained fraction 0.9163
  mean retained depth 44.630 nm
Reflecting surface: retained fraction 1.0000
  mean depth, grid 41.205 nm; histories 41.123 nm
Mean-depth bias, surface omitted -4.474 nm
Mean-depth bias, reflecting surface -2.432 nm
Mean-depth bias, weak table with escape 0.994 nm
Mean-depth bias, weak table and no surface -3.719 nm
Lindhard-Scharff estimate of k 0.650 eV^(1/2)/nm
Universal nuclear stopping at 10000 eV: 79.6 eV/nm
Universal nuclear stopping at 1000 eV: 80.8 eV/nm
Universal nuclear stopping at 100 eV: 41.9 eV/nm
No-surface mean depth with universal stopping 41.07 nm
Neglected path-length straggling estimate 20.99 nm
Exact/small-angle momentum-loss rate 1.185
Retained fraction for g=0.5: 0.9038; g=0.9: 0.9233
Path left at cutoff 0.109 nm
Crystalline [100] channeling angle estimate 4.76 degrees
```
